# Mesh spacing for the tenth subband of a 5 nm well: verification in Python

```python
# Result under test: the three-point stencil for an infinite well of width L,
# cut into N intervals h = L/N with both walls on nodes, has the eigenvalues
#   E_n(h) = (2 hbar^2/(m h^2)) sin^2(n pi h/(2 L)),
# so its relative error is 1 - (sin x/x)^2 with x = n pi/(2 N).
# This fixes the coarsest mesh that keeps level n within a given tolerance.
# Energies in eV, lengths in nm, masses in units of the electron mass.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy, expit

KIN = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # hbar^2/(2 m0), eV nm^2
WIDTH = 5.0
LEVEL = 10
TOL = 0.01
M_LONG, M_TRANS = 1.6, 0.08      # rough germanium L-valley masses


def continuum(n, mass=M_LONG):
    return KIN / mass * (n * np.pi / WIDTH)**2


def mesh_levels(intervals, first, last, field=0.0):
    """Diagonalize the stencil; levels first..last, energy zero at mid-well."""
    h = WIDTH / intervals
    t = KIN / (M_LONG * h**2)
    s = h * np.arange(1, intervals) - WIDTH / 2
    return eigh_tridiagonal(2 * t + field * s, -t * np.ones(intervals - 2),
                            eigvals_only=True, select='i',
                            select_range=(first - 1, last - 1))


def stencil_formula(n, intervals):
    h = WIDTH / intervals
    return 4 * KIN / (M_LONG * h**2) * np.sin(n * np.pi / (2 * intervals))**2


def critical_x(tol):
    return brentq(lambda x: 1 - (np.sin(x) / x)**2 - tol, 1e-4, np.pi / 2)


# Continuum level from two diagonalizations, extrapolated to zero spacing
coarse = mesh_levels(400, LEVEL, LEVEL)[0]
fine = mesh_levels(800, LEVEL, LEVEL)[0]
extrapolated = (4 * fine - coarse) / 3
e10 = continuum(LEVEL)
assert abs(extrapolated / e10 - 1) < 1e-6

# Coarsest mesh: search by diagonalization against the derived count
searched = {}
for n, tol in [(LEVEL, TOL), (3, 0.02), (7, 0.005)]:
    counts = np.arange(n + 1, 201)
    errors = np.array([1 - mesh_levels(N, n, n)[0] / continuum(n)
                       for N in counts])
    assert np.all(np.diff(errors) < 0)       # refinement always helps
    searched[n] = int(counts[np.argmax(errors <= tol)])
    assert searched[n] == int(np.ceil(n * np.pi / (2 * critical_x(tol))))
N_BEST = searched[LEVEL]
h_best = WIDTH / N_BEST

# Whole spectrum and sine eigenvectors on the chosen mesh
orders = np.arange(1, N_BEST)
spectrum = mesh_levels(N_BEST, 1, N_BEST - 1)
assert np.allclose(spectrum, stencil_formula(orders, N_BEST),
                   rtol=1e-9, atol=1e-10)
assert np.all(spectrum < continuum(orders))
level_errors = 1 - spectrum / continuum(orders)
assert np.all(np.diff(level_errors) > 0)
hop = KIN / (M_LONG * h_best**2)
matrix = hop * (2 * np.eye(N_BEST - 1) - np.eye(N_BEST - 1, k=1)
                - np.eye(N_BEST - 1, k=-1))
vector = np.sin(LEVEL * np.pi * orders / N_BEST)
assert np.max(np.abs(matrix @ vector - spectrum[LEVEL - 1] * vector)) < 1e-9

# Small-error expansion against the numerical root
x_crit = critical_x(TOL)
x_series = np.sqrt(3 * TOL + 6 * TOL**2 / 5)
assert abs(x_series / x_crit - 1) < 1e-4
n_real = LEVEL * np.pi / (2 * x_crit)
n_leading = LEVEL * np.pi / (2 * np.sqrt(3 * TOL))
h_limit = WIDTH / n_real
e_below = mesh_levels(N_BEST - 1, LEVEL, LEVEL)[0]
e_best = spectrum[LEVEL - 1]

# Pitfall: one interior node too many at unchanged spacing
wrong = eigh_tridiagonal(2 * hop * np.ones(N_BEST), -hop * np.ones(N_BEST - 1),
                         eigvals_only=True)[LEVEL - 1]
wrong_error = 1 - wrong / e10
assert wrong_error > 2 * TOL

# Neglected effect: finite barrier with a different mass outside
BARRIER, M_BARRIER = 3.0, 0.5


def phase_mismatch(energy):
    k = np.sqrt(M_LONG * energy / KIN)
    kappa = np.sqrt(M_BARRIER * (BARRIER - energy) / KIN)
    return (k * WIDTH - LEVEL * np.pi
            + 2 * np.arctan(k * M_BARRIER / (kappa * M_LONG)))


e_finite = brentq(phase_mismatch, 0.01, BARRIER - 1e-6)
inside, outside = 1000, 400
h_f = WIDTH / inside
link_mass = np.r_[np.full(outside, M_BARRIER), np.full(inside, M_LONG),
                  np.full(outside, M_BARRIER)]
links = KIN / (link_mass * h_f**2)
node = np.arange(1, inside + 2 * outside)
pot = np.where((node < outside) | (node > outside + inside), BARRIER, 0.0)
pot[(node == outside) | (node == outside + inside)] = BARRIER / 2
e_finite_mesh = eigh_tridiagonal(links[:-1] + links[1:] + pot, -links[1:-1],
                                 eigvals_only=True, select='i',
                                 select_range=(LEVEL - 1, LEVEL - 1))[0]
assert abs(e_finite_mesh / e_finite - 1) < 1e-3

# Neglected effect: uniform gate field, checked with Airy functions
FIELD_MV_CM = 0.5
field = FIELD_MV_CM * 0.1        # eV per nm for one electron charge


def airy_determinant(energy):
    scale = (M_LONG * field / KIN)**(1 / 3)
    left = airy(scale * (-WIDTH / 2 - energy / field))
    right = airy(scale * (WIDTH / 2 - energy / field))
    return left[0] * right[2] - right[0] * left[2]


tilted = mesh_levels(2000, 1, LEVEL, field)
flat = mesh_levels(2000, 1, LEVEL)
for energy in (tilted[0], tilted[-1]):
    assert airy_determinant(energy - 2e-4) * airy_determinant(energy + 2e-4) < 0
shift1, shift10 = tilted[0] - flat[0], tilted[-1] - flat[-1]

# Neglected effect: oblique valleys, from the inverse-mass tensor
axis = np.array([1, 1, 1]) / np.sqrt(3)
other = np.array([1, 1, -1]) / np.sqrt(3)
inverse_mass = (np.eye(3) / M_TRANS
                + np.outer(other, other) * (1 / M_LONG - 1 / M_TRANS))
m_oblique = 1 / (axis @ inverse_mass @ axis)

# Temperature and degeneracy: subband filling in the lowest valley
TEMP, SHEET = 300.0, 1e13
kt = const.k * TEMP / const.e
dos = M_TRANS / (2 * np.pi * KIN) * 1e14      # per eV per cm2, with spin
subbands = continuum(np.arange(1, 21))


def filling(fermi):
    return dos * kt * np.logaddexp(0, (fermi - subbands) / kt)


fermi = brentq(lambda f: filling(f).sum() - SHEET, -1, 2)
direct = quad(lambda e: dos * expit((fermi - e) / kt),
              subbands[0], subbands[0] + 2)[0]
assert abs(direct / filling(fermi)[0] - 1) < 1e-6
share10 = filling(fermi)[LEVEL - 1] / SHEET
assert share10 < 1e-6

# Band shape: how far the tenth wavevector runs from L towards Gamma
LATTICE, GAMMA_ABOVE_L = 0.566, 0.14      # rough germanium values
k10 = LEVEL * np.pi / WIDTH
k_zone = np.sqrt(3) * np.pi / LATTICE
parabola_gamma = KIN * k_zone**2 / M_LONG
assert k10 / k_zone > 0.5 and parabola_gamma > 5 * GAMMA_ABOVE_L

print(f"well width: {WIDTH:.1f} nm; level: {LEVEL}; tolerance: {100*TOL:.1f} %")
print(f"hbar^2/(2 m0): {KIN:.6f} eV nm^2")
print(f"rough longitudinal mass: {M_LONG} m0; transverse: {M_TRANS} m0")
print(f"continuum level 1: {continuum(1):.6f} eV")
print(f"continuum level 10: {e10:.6f} eV")
print(f"level 10 extrapolated from 400 and 800 intervals: {extrapolated:.6f} eV")
print(f"critical x: {x_crit:.6f} rad; from series: {x_series:.6f} rad")
print(f"real-valued interval count: {n_real:.3f}")
print(f"leading-rule interval count: {n_leading:.3f}")
print(f"largest spacing before rounding: {h_limit:.5f} nm")
print(f"smallest whole number of intervals: {N_BEST}")
print(f"interior nodes: {N_BEST - 1}")
print(f"chosen spacing: {h_best:.5f} nm = {10*h_best:.4f} angstrom")
print(f"minimum intervals per wavelength: {np.pi/x_crit:.2f}")
print(f"wavelength of level 10: {2*WIDTH/LEVEL:.3f} nm")
for N, energy in ((N_BEST - 1, e_below), (N_BEST, e_best)):
    print(f"{N} intervals: x = {LEVEL*np.pi/(2*N):.6f} rad, "
          f"h = {WIDTH/N:.5f} nm")
    print(f"{N} intervals: level 10 = {energy:.6f} eV, "
          f"error {100*(1-energy/e10):.4f} % low")
print(f"stencil energy t on chosen mesh: {hop:.5f} eV")
for n in (1, 5, 11):
    print(f"chosen mesh, level {n}: error {100*level_errors[n-1]:.4f} % low")
print(f"absolute mesh error of level 10: {1000*(e10-e_best):.3f} meV")
print(f"one extra interior node, same h: error {100*wrong_error:.3f} % low")
for n, tol in ((3, 0.02), (7, 0.005)):
    print(f"check case level {n}, {100*tol:.1f} %: {searched[n]} intervals")
print(f"rough barrier: {BARRIER:.1f} eV; barrier mass: {M_BARRIER} m0")
print(f"level 10 with finite barrier: {e_finite:.5f} eV")
print(f"finite-barrier change: {100*(e_finite/e10-1):.3f} %")
print(f"gate field: {FIELD_MV_CM} MV/cm; drop over well: {field*WIDTH:.3f} eV")
print(f"field shift from mid-well, level 1: {1000*shift1:.2f} meV")
print(f"field shift from mid-well, level 10: {1000*shift10:.3f} meV")
print(f"oblique-valley confinement mass: {m_oblique:.5f} m0")
print(f"oblique-valley level 1: {continuum(1, m_oblique):.5f} eV")
print(f"temperature: {TEMP:.0f} K; thermal energy: {1000*kt:.3f} meV")
print(f"sheet density: {SHEET:.1e} cm^-2; Fermi level: {fermi:.4f} eV")
print(f"share of electrons in subband 10: {share10:.2e}")
print(f"rough lattice constant: {LATTICE:.3f} nm")
print(f"(111) double-layer spacing: {LATTICE/np.sqrt(3):.4f} nm")
print(f"wavevector of level 10: {k10:.4f} nm^-1")
print(f"L to Gamma distance: {k_zone:.4f} nm^-1; ratio: {k10/k_zone:.3f}")
print(f"parabola continued to Gamma: {parabola_gamma:.3f} eV above L")
print(f"rough real Gamma minimum: {GAMMA_ABOVE_L:.2f} eV above L")
print("done: every assertion held")
```

It prints:

```
well width: 5.0 nm; level: 10; tolerance: 1.0 %
hbar^2/(2 m0): 0.038100 eV nm^2
rough longitudinal mass: 1.6 m0; transverse: 0.08 m0
continuum level 1: 0.009401 eV
continuum level 10: 0.940075 eV
level 10 extrapolated from 400 and 800 intervals: 0.940075 eV
critical x: 0.173553 rad; from series: 0.173551 rad
real-valued interval count: 90.508
leading-rule interval count: 90.690
largest spacing before rounding: 0.05524 nm
smallest whole number of intervals: 91
interior nodes: 90
chosen spacing: 0.05495 nm = 0.5495 angstrom
minimum intervals per wavelength: 18.10
wavelength of level 10: 1.000 nm
90 intervals: x = 0.174533 rad, h = 0.05556 nm
90 intervals: level 10 = 0.930569 eV, error 1.0113 % low
91 intervals: x = 0.172615 rad, h = 0.05495 nm
91 intervals: level 10 = 0.930776 eV, error 0.9893 % low
stencil energy t on chosen mesh: 7.88762 eV
chosen mesh, level 1: error 0.0099 % low
chosen mesh, level 5: error 0.2481 % low
chosen mesh, level 11: error 1.1960 % low
absolute mesh error of level 10: 9.300 meV
one extra interior node, same h: error 3.109 % low
check case level 3, 2.0 %: 20 intervals
check case level 7, 0.5 %: 90 intervals
rough barrier: 3.0 eV; barrier mass: 0.5 m0
level 10 with finite barrier: 0.89859 eV
finite-barrier change: -4.412 %
gate field: 0.5 MV/cm; drop over well: 0.250 eV
field shift from mid-well, level 1: -43.11 meV
field shift from mid-well, level 10: 1.366 meV
oblique-valley confinement mass: 0.08944 m0
oblique-valley level 1: 0.16817 eV
temperature: 300 K; thermal energy: 25.852 meV
sheet density: 1.0e+13 cm^-2; Fermi level: 0.1380 eV
share of electrons in subband 10: 2.90e-15
rough lattice constant: 0.566 nm
(111) double-layer spacing: 0.3268 nm
wavevector of level 10: 6.2832 nm^-1
L to Gamma distance: 9.6138 nm^-1; ratio: 0.654
parabola continued to Gamma: 2.201 eV above L
rough real Gamma minimum: 0.14 eV above L
done: every assertion held
```
